# Mobility of a cubic many-valley semiconductor with two relaxation times, part 2

We seek the weak-field mobility $\mu$ of a cubic crystal of volume $V$ with equivalent valleys, in Hartree atomic units ($\hbar=e=m_e=1$). With local $z$ along the valley axis $\mathbf n$, $m_x=m_y=m_t$ and $m_z=m_l$,

$$E(\mathbf k)=\frac{k_x^2+k_y^2}{2m_t}+\frac{k_z^2}{2m_l}.$$

Scattering is elastic and intravalley, with rate $W=\frac1V S\,\delta(E-E')$. Let $w_\alpha=k_\alpha/\sqrt{m_\alpha}$, so $E=w^2/2$, and $\hat{\mathbf w}=\mathbf w/w$; primes mark the argument $\hat{\mathbf w}'$. The density of states (one valley, one spin) and collision operator are

$$\int\frac{d^3k}{(2\pi)^3}\,(\dots)=\int dE\,D(E)\int\frac{d\Omega}{4\pi}\,(\dots),\qquad D(E)=\frac{4\pi\,m_t\sqrt{m_l}\,w}{8\pi^3}=\frac{m_t\sqrt{m_l}\,\sqrt{2E}}{2\pi^2}.\tag{4}$$

$$(L\phi)(\hat{\mathbf w})=D(E)\int\frac{d\Omega'}{4\pi}\,S(\hat{\mathbf w},\hat{\mathbf w}')\,[\phi(\hat{\mathbf w})-\phi(\hat{\mathbf w}')].\tag{5}$$

With $(\phi,\chi)=\int(d\Omega/4\pi)\,\phi\chi$ and $\langle\!\langle\cdot\rangle\!\rangle$ the average over both directions,

$$(\phi,L\chi)=\tfrac12D\,\langle\!\langle S\,(\phi-\phi')(\chi-\chi')\rangle\!\rangle.\tag{6}$$

The vector mean free path obeys $L\Phi_\alpha=v_\alpha$, with $\mathbf v$ the velocity. Keeping only its $l=1$ part gives the Herring-Vogt times $\tau_l=\tau_z$, $\tau_t=\tau_x=\tau_y$:

$$\Phi_\alpha=\tau_\alpha(E)\,v_\alpha,\qquad \frac1{\tau_\alpha}=3\,(\hat w_\alpha,L\hat w_\alpha)=\tfrac32D(E)\,\langle\!\langle S\,(\hat w_\alpha-\hat w_\alpha')^2\rangle\!\rangle,\tag{8}$$

The exact times are $\tau_\alpha^{\rm ex}=3\,(\hat w_\alpha,L^{-1}\hat w_\alpha)$, and

$$\tau_\alpha\le\tau_\alpha^{\rm ex}.\tag{10}$$

By part (d), equality holds only when $\hat w_\alpha$ is an eigenfunction of $L$. For inversion-symmetric $S$, take orthonormal harmonics $e_1=\sqrt3\,\hat w_\alpha,e_3,\dots,e_{l_{\max}}$ with the azimuthal dependence of $\hat w_\alpha$, and $M_{ll'}=(e_l,Le_{l'})$. Lower bounds on $\tau_\alpha^{\rm ex}$ are

$$\tau_\alpha^{(l_{\max})}=(M^{-1})_{11}.\tag{11}$$

$$\frac1{\tau_\alpha^{(3)}}=M_{11}-\frac{M_{13}^2}{M_{33}},\tag{12}$$

The valley mobilities are $\mu_\alpha=\langle\tau_\alpha\rangle/m_\alpha$, with $\langle\cdot\rangle$ the energy average. For $\tau=\tau_0(E/k_BT)^s$, $f_0=1/(e^{\epsilon-\eta}+1)$, $\epsilon=E/k_BT$, $\eta$ the chemical potential over $k_BT$, and $\mathcal F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty\epsilon^jf_0\,d\epsilon$,

$$\langle\tau\rangle=\tau_0\,\frac{\Gamma(s+\frac52)}{\Gamma(\frac52)}\,\frac{\mathcal F_{s+1/2}(\eta)}{\mathcal F_{1/2}(\eta)}.\tag{14}$$

For nondegenerate electrons and $s=-\tfrac12$, $\langle\tau\rangle/\tau_0=4/(3\sqrt\pi)$. The tensor of valley $i$ and the crystal mobility are

$$\boldsymbol\mu^{(i)}=\mu_t\mathbf 1+(\mu_l-\mu_t)\,\mathbf n_i\mathbf n_i^{\mathsf T}.\tag{15}$$

$$\mu=\frac13\left[\frac{\langle\tau_l\rangle}{m_l}+\frac{2\langle\tau_t\rangle}{m_t}\right].\tag{16}$$

The single-time estimate uses $\bar\tau=(\langle\tau_l\rangle+2\langle\tau_t\rangle)/3$ and the conductivity mass $3/m_c=1/m_l+2/m_t$:

$$\frac{\bar\tau}{m_c}-\mu=\frac29\,\big(\langle\tau_l\rangle-\langle\tau_t\rangle\big)\left(\frac1{m_t}-\frac1{m_l}\right).\tag{17}$$

**(g)** The band edge of a valley shifts under a strain $\varepsilon_{ab}$ by $\delta E=\sum_{ab}\Xi_{ab}\varepsilon_{ab}$, with $\Xi=\Xi_d\mathbf 1+\Xi_u\mathbf n\mathbf n^{\mathsf T}$. Treat the crystal as an isotropic elastic medium with longitudinal and transverse moduli $c_L$ and $c_T$, in classical thermal equilibrium. Find $S$ in the Born approximation, without screening.

*Solution.* Expand the displacement as $\mathbf u(\mathbf r)=\sum_{\mathbf q}\mathbf u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf u_{-\mathbf q}=\mathbf u_{\mathbf q}^*$. The strain $\varepsilon_{ab}=\tfrac12(\partial_au_b+\partial_bu_a)$ has components $\tfrac i2(q_au_b+q_bu_a)$, and since $\Xi$ is symmetric,

$$\delta E_{\mathbf q}=iq\,(\Xi\hat{\mathbf q})\cdot\mathbf u_{\mathbf q}.$$

For small $q$ the periodic parts of the two Bloch functions overlap fully, and $\delta E_{\mathbf q}$ is the matrix element between $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$.

The elastic energy density is $\tfrac12\lambda(\mathrm{tr}\,\varepsilon)^2+c_T\sum_{ab}\varepsilon_{ab}^2$ with the Lamé constant $\lambda=c_L-2c_T$. Integration over the volume gives $V$ times a sum over $\mathbf q$ of squared moduli. Here $|\mathrm{tr}\,\varepsilon_{\mathbf q}|^2=|\mathbf q\cdot\mathbf u_{\mathbf q}|^2$ and $\tfrac14\sum_{ab}|q_au_b+q_bu_a|^2=\tfrac12(q^2|\mathbf u_{\mathbf q}|^2+|\mathbf q\cdot\mathbf u_{\mathbf q}|^2)$. With $\lambda+c_T=c_L-c_T$,

$$U=\frac V2\sum_{\mathbf q}q^2\,\mathbf u_{\mathbf q}^\dagger\Gamma\mathbf u_{\mathbf q},\qquad\Gamma=c_T\mathbf 1+(c_L-c_T)\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T}.$$

$\Gamma$ is the Christoffel matrix. It has the eigenvalue $c_L$ along $\hat{\mathbf q}$ and $c_T$ twice in the normal plane, so $\Gamma^{-1}=\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T}/c_L+(\mathbf 1-\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T})/c_T$. The terms $\mathbf q$ and $-\mathbf q$ are equal. With $\mathbf u_{\mathbf q}=\mathbf a+i\mathbf b$ the pair contributes $Vq^2(\mathbf a^{\mathsf T}\Gamma\mathbf a+\mathbf b^{\mathsf T}\Gamma\mathbf b)$. A Gaussian weight $\exp(-\tfrac12\mathbf a^{\mathsf T}G\mathbf a)$ has covariance $G^{-1}$, and the Boltzmann factor has $G=2Vq^2\Gamma/k_BT$ for $\mathbf a$ and for $\mathbf b$ independently. Adding the two covariances,

$$\overline{\mathbf u_{\mathbf q}\mathbf u_{\mathbf q}^\dagger}=\frac{k_BT}{Vq^2}\Gamma^{-1},\qquad\overline{|\delta E_{\mathbf q}|^2}=\frac{k_BT}V\,F,\qquad F=(\Xi\hat{\mathbf q})^{\mathsf T}\Gamma^{-1}(\Xi\hat{\mathbf q}).$$

The golden rule for a static potential, $W=2\pi\overline{|\delta E_{\mathbf q}|^2}\,\delta(E-E')$, gives

$$S=2\pi k_BT\,F(\hat{\mathbf q}).\tag{18}$$

The static picture contains absorption and emission together. For a mode of frequency $\omega$ and modulus $c$ in a medium of mass density $\rho$, the squared amplitudes for the two processes are $N_\omega/(2\rho V\omega)$ and $(N_\omega+1)/(2\rho V\omega)$. For $\omega\ll k_BT$, $2N_\omega+1\approx2k_BT/\omega$, and their sum is $k_BT/(\rho V\omega^2)=k_BT/(Vcq^2)$, as above. The same inequality makes the scattering of thermal electrons nearly elastic. With a sound speed $v_s$, $\omega=v_sq$ and $q\sim\sqrt{mk_BT}$, it reads $mv_s^2\ll k_BT$, and it fails at low temperature.

Let $x=(\mathbf n\cdot\hat{\mathbf q})^2$. Then $\Xi\hat{\mathbf q}=\Xi_d\hat{\mathbf q}+\Xi_u(\mathbf n\cdot\hat{\mathbf q})\mathbf n$. Its component along $\hat{\mathbf q}$ is $\Xi_d+\Xi_ux$, and its squared length is $\Xi_d^2+2\Xi_d\Xi_ux+\Xi_u^2x$. The squared transverse part is the difference $\Xi_u^2x-\Xi_u^2x^2$. Hence

$$F=\frac{(\Xi_d+\Xi_ux)^2}{c_L}+\frac{\Xi_u^2\,x(1-x)}{c_T}=p_0+p_1x+p_2x^2,\tag{19}$$

$$p_0=\frac{\Xi_d^2}{c_L},\qquad p_1=\frac{2\Xi_d\Xi_u}{c_L}+\frac{\Xi_u^2}{c_T},\qquad p_2=\Xi_u^2\left(\frac1{c_L}-\frac1{c_T}\right).$$

$F$ depends on the direction of $\mathbf q$ and not on its length, and it is even in $\mathbf q$ and axially symmetric, so $S$ is symmetric and conserves parity. The axial symmetry rests on elastic isotropy. The three moduli of a real cubic crystal would add a dependence on the azimuth of $\mathbf q$.

**(h)** Reduce (8) for this mechanism to a single angular integral and evaluate it in closed form for $K=m_l/m_t>1$. Discuss the limits and the size of the coupling to $l=3$.

*Solution.* Let $\hat{\mathbf u}$ be the unit vector along $\hat{\mathbf w}-\hat{\mathbf w}'$ and $c=\hat u_z$. The momentum transfer has $q_\alpha\propto\sqrt{m_\alpha}\,\hat u_\alpha$, so

$$x=\frac{m_lc^2}{m_lc^2+m_t(1-c^2)}=\frac{Kc^2}{1+bc^2},\qquad b=K-1.\tag{20}$$

$F$ is a function of $\hat{\mathbf u}$ alone, so $\hat{\mathbf u}$ is the natural integration variable in place of $\hat{\mathbf w}'$. Write $\hat{\mathbf w}'=\hat{\mathbf w}-\ell\hat{\mathbf u}$ with $\ell>0$ and $\nu=\hat{\mathbf w}\cdot\hat{\mathbf u}$. Unit length requires $1=1-2\ell\nu+\ell^2$, so $\ell=2\nu$ and

$$\hat{\mathbf w}'=\hat{\mathbf w}-2\nu\hat{\mathbf u},\qquad\cos\gamma=\hat{\mathbf w}\cdot\hat{\mathbf w}'=1-2\nu^2.$$

Elastic scattering is a reflection in the plane normal to $\hat{\mathbf u}$. In polar coordinates about $\hat{\mathbf w}$, $|d\cos\gamma|=4\nu\,d\nu$, and the azimuths of $\hat{\mathbf w}'$ and $\hat{\mathbf u}$ differ by $\pi$. Thus $d\Omega'=4\nu\,d\Omega_u$ on the hemisphere $\nu>0$. The vector $-\hat{\mathbf u}$ gives the same $\hat{\mathbf w}'$ and the same $F$, so the integral may be extended to the whole sphere and halved. With $R_0=2\pi k_BT\,D(E)$, equation (5) becomes

$$(L\phi)(\hat{\mathbf w})=R_0\int\frac{d\Omega_u}{4\pi}\,2|\nu|\,F(\hat{\mathbf u})\,[\phi(\hat{\mathbf w})-\phi(\hat{\mathbf w}-2\nu\hat{\mathbf u})].\tag{21}$$

The energy enters only through $R_0\propto E^{1/2}$. Every time derived from $L$, projected or exact, is proportional to $E^{-1/2}$, and the ratios between them do not depend on energy or temperature.

In (8), $(\hat w_\alpha-\hat w_\alpha')^2=4\nu^2\hat u_\alpha^2$. Averaging over $\hat{\mathbf w}$ at fixed $\hat{\mathbf u}$ gives $\int(d\Omega/4\pi)\,8|\nu|^3=8\int_0^1\nu^3d\nu=2$. Multiplying by the prefactor $\tfrac32$,

$$\frac1{\tau_\alpha}=2\pi k_BT\,D(E)\,F_\alpha,\qquad F_l=3\langle c^2F\rangle_c,\qquad F_t=\tfrac32\langle(1-c^2)F\rangle_c,\tag{22}$$

where $\langle\cdot\rangle_c=\int_0^1dc$ and the azimuthal mean of $\hat u_x^2$ is $(1-c^2)/2$. It follows that $F_t=\tfrac32(\langle F\rangle_c-\tfrac13F_l)$.

Let $h=1+bc^2$. Then $c^2=(h-1)/b$ and $x=(K/b)(1-1/h)$. Two integrals suffice. The first is elementary,

$$A=\langle h^{-1}\rangle_c=\frac{\arctan\sqrt b}{\sqrt b}.$$

For $B=\langle h^{-2}\rangle_c$, note that $\frac d{dc}(c/h)=(1-bc^2)/h^2=(2-h)/h^2=2/h^2-1/h$. Integrating from 0 to 1, where $h=K$, gives $1/K=2B-A$, so $B=\tfrac12(A+1/K)$. Further, $\langle c^2/h\rangle_c=\langle1-1/h\rangle_c/b=(1-A)/b$ and $\langle c^2/h^2\rangle_c=\langle1/h-1/h^2\rangle_c/b=(A-B)/b$. Expanding $x^2=(K/b)^2(1-2/h+1/h^2)$,

$$\langle x\rangle_c=\frac Kb(1-A),\qquad\langle x^2\rangle_c=\frac{K^2}{b^2}(1-2A+B),$$

$$\langle c^2x\rangle_c=\frac Kb\left[\frac13-\frac{1-A}b\right],\qquad\langle c^2x^2\rangle_c=\frac{K^2}{b^2}\left[\frac13-\frac{2(1-A)}b+\frac{A-B}b\right],\tag{23}$$

and

$$\langle F\rangle_c=p_0+p_1\langle x\rangle_c+p_2\langle x^2\rangle_c,\qquad F_l=p_0+3p_1\langle c^2x\rangle_c+3p_2\langle c^2x^2\rangle_c.$$

For $\Xi_u=0$, $F=p_0$ is constant and $F_l=F_t=p_0$ for any mass ratio. For $K=1$, $x=c^2$, and direct integration of the powers gives $F_l=p_0+\tfrac35p_1+\tfrac37p_2$ and $F_t=p_0+\tfrac32(\tfrac13-\tfrac15)p_1+\tfrac32(\tfrac15-\tfrac17)p_2=p_0+\tfrac15p_1+\tfrac3{35}p_2$. Thus $F_l-F_t=\tfrac2{35}(7p_1+6p_2)$, and unless this combination vanishes the times differ even for a spherical band. A difference between the times requires $\Xi_u\ne0$, but its size and even its sign depend also on the mass ratio: times that are equal at $K=1$ because $7p_1+6p_2=0$ in general differ at other values of $K$. For $K\to\infty$, $x\to1$ outside the belt $|c|\lesssim K^{-1/2}$ and both $F_\alpha$ tend to $(\Xi_d+\Xi_u)^2/c_L$. With $A\approx\pi/(2\sqrt K)$, equation (23) shows that $\langle x\rangle_c$ approaches 1 with a correction of order $K^{-1/2}$ and $3\langle c^2x\rangle_c$ with one of order $K^{-1}$. Likewise, with $B\approx A/2$, $\langle x^2\rangle_c\approx1-\tfrac32A$, while $3\langle c^2x^2\rangle_c$ has a correction of order $K^{-1}$. The leading correction to $\langle F\rangle_c$ is $-A(p_1+\tfrac32p_2)$, so unless this vanishes $F_t$ reaches the limit more slowly than $F_l$.

For the coupling to higher harmonics, put $\phi=\hat w_\alpha$ in (21):

$$L\hat w_\alpha=R_0\int\frac{d\Omega_u}{4\pi}\,4\nu|\nu|\;\hat u_\alpha F(\hat{\mathbf u}).$$

The kernel depends only on $\nu=\hat{\mathbf w}\cdot\hat{\mathbf u}$ and is odd. Expand it as $4\nu|\nu|=\sum_l(2l+1)\lambda_lP_l(\nu)$, with $\lambda_l=\tfrac12\int_{-1}^14\nu|\nu|P_l\,d\nu=4\int_0^1\nu^2P_l\,d\nu$ for odd $l$. The addition theorem, $(2l+1)P_l(\hat{\mathbf w}\cdot\hat{\mathbf u})=4\pi\sum_mY_{lm}(\hat{\mathbf w})Y^*_{lm}(\hat{\mathbf u})$, shows that the degree-$l$ part of the function $\hat u_\alpha F$ is multiplied by $\lambda_l$. With $P_3=\tfrac12(5\nu^3-3\nu)$ and $P_5=\tfrac18(63\nu^5-70\nu^3+15\nu)$,

$$\lambda_1=4\cdot\tfrac14=1,\qquad\lambda_3=2\left(\tfrac56-\tfrac34\right)=\tfrac16,\qquad\lambda_5=\tfrac12\left(\tfrac{63}8-\tfrac{70}6+\tfrac{15}4\right)=-\tfrac1{48}.$$

For constant $F$ the function $\hat u_\alpha F$ is pure $l=1$, $\hat w_\alpha$ is an eigenfunction, and by part (d) the relaxation time is exact. If $\hat u_\alpha F$ has an $l=3$ part, the inequality (10) is strict. The element $M_{13}$ then carries the factor $\tfrac16$, and the correction in (12) the factor $\tfrac1{36}$. For constant $F$, $L$ multiplies every function of zero average by $R_0p_0$, so $M_{33}=M_{11}$. As long as $M_{33}$ stays comparable to $M_{11}$, a variation of $F$ of the order of $F$ itself, enough to make $\tau_l$ and $\tau_t$ quite different, changes each time only slightly from its projected value; part (i) gives an example.

**(i)** Evaluate the mobility for nondegenerate electrons in a model with $m_l=0.8$, $m_t=0.1$, $\Xi_d=-0.3$ Ha, $\Xi_u=0.4$ Ha, $c_L=0.005$ and $c_T=0.002$ Ha/bohr$^3$ at $T=300$ K. Compare it with the single-time estimate and with the solution that includes higher harmonics.

*Solution.* The parameters are round values that describe no particular material. Four or five figures are kept so that the approximations can be compared with one another within the model.

Here $K=8$, $b=7$ and $k_BT=9.5004\times10^{-4}$ Ha. From (4), with $m_t\sqrt{m_l}=0.089443$,

$$D(k_BT)=\frac{0.089443\,\sqrt{2\times9.5004\times10^{-4}}}{2\pi^2}=1.9752\times10^{-4}\ \text{Ha}^{-1}\text{bohr}^{-3}.$$

The coefficients in (19), in Ha bohr$^3$, are $p_0=0.09/0.005=18$, $p_1=-0.24/0.005+0.16/0.002=32$ and $p_2=0.16\,(200-500)=-48$. $F$ is concave in $x$, equal to 18 at $x=0$ and to $18+32-48=2$ at $x=1$, and so positive throughout. Along the axis the two deformation potentials partly cancel, $\Xi_d+\Xi_u=0.1$ Ha, which makes $F$ small there.

The angular integrals are $A=\arctan\sqrt7/\sqrt7=0.457121$ and $B=\tfrac12(0.457121+\tfrac18)=0.291061$. Equation (23) gives

$$\langle x\rangle_c=\tfrac87(1-0.457121)=0.620433,\qquad\langle x^2\rangle_c=\tfrac{64}{49}(1-2\times0.457121+0.291061)=0.492171,$$

$$\langle c^2x\rangle_c=\tfrac87\left[\tfrac13-\tfrac{1-0.457121}7\right]=0.292319,$$

$$\langle c^2x^2\rangle_c=\tfrac{64}{49}\left[\tfrac13-\tfrac{2(1-0.457121)}7+\tfrac{0.457121-0.291061}7\right]=0.263769.$$

Then, in Ha bohr$^3$,

$$\langle F\rangle_c=18+32\times0.620433-48\times0.492171=14.2297,$$

$$F_l=18+96\times0.292319-144\times0.263769=8.0799,\qquad F_t=\tfrac32\left(14.2297-\tfrac13\,8.0799\right)=17.3045.$$

The weight $3c^2$ favours transfers along the axis, where $F$ is small, and the weight $\tfrac32(1-c^2)$ favours those across it, where $F$ is large. From (22) at $E=k_BT$,

$$\tau_l=\frac1{2\pi\times9.5004\times10^{-4}\times1.9752\times10^{-4}\times8.0799}=1.0497\times10^5,$$

$$\tau_t=\tau_l\,\frac{8.0799}{17.3045}=4.9013\times10^4,$$

in atomic units of time, that is 2.54 ps and 1.19 ps, with $\tau_l/\tau_t=2.142$. The collision broadening is small against the thermal energy, $1/(\tau_tk_BT)=0.0215$, as the Boltzmann equation requires. With $\Xi_u=0$ and the other values unchanged both times would be $4.7120\times10^4$, from $F_\alpha=18$.

The factor $4/(3\sqrt\pi)=0.752253$ gives $\langle\tau_l\rangle=7.8965\times10^4$ and $\langle\tau_t\rangle=3.6870\times10^4$. Dividing by the masses, $\mu_l=9.8706\times10^4$ and $\mu_t=3.6870\times10^5$ atomic units. The ratio $\mu_t/\mu_l=K\tau_t/\tau_l=8/2.1417=3.735$ is less than half the mass ratio. For a valley along $(1,1,1)/\sqrt3$, equation (15) has the off-diagonal element $\mu_{xy}=(\mu_l-\mu_t)/3=-9.000\times10^4$, which is cancelled by the valleys whose axes have $n_xn_y<0$. Equation (16) gives

$$\mu=\tfrac13\left(9.8706\times10^4+2\times3.6870\times10^5\right)=2.7870\times10^5\ \text{a.u.}$$

The atomic unit of mobility, $e$ times the atomic unit of time divided by $m_e$, is $0.042544$ cm$^2$/(V s), so $\mu\approx1.19\times10^4$ cm$^2$/(V s). Since $\tau(k_BT)\propto1/[k_BT\,D(k_BT)]$, this mobility varies as $T^{-3/2}$ for fixed parameters in the nondegenerate, equipartition regime.

The conductivity mass is $m_c=3/(1/0.8+2/0.1)=0.14118$, and the single-time estimate is

$$\frac{\bar\tau}{m_c}=\frac{7.8965\times10^4+2\times3.6870\times10^4}{3\times0.14118}=3.6055\times10^5,$$

which is 29% above the value from (16). The sign is that of (17), the heavy direction having the longer time.

For the higher harmonics, (6) with the measure of (21) gives the matrix of (11) as

$$M_{ll'}=R_0\int\frac{d\Omega_u}{4\pi}F(\hat{\mathbf u})\int\frac{d\Omega}{4\pi}\,|\nu|\,(e_l-e_l')(e_{l'}-e_{l'}'),$$

the primed functions being taken at $\hat{\mathbf w}-2\nu\hat{\mathbf u}$. The functions are proportional to $P_l(\hat w_z)$ in the longitudinal case and to $\hat w_x\,dP_l/d\hat w_z$ in the transverse case, with odd $l$. At fixed $\hat{\mathbf u}$ the inner integrand is a polynomial in the components of $\hat{\mathbf w}$ on each hemisphere. It was integrated with Gauss-Legendre points in $\nu$ and equally spaced points in the azimuth about $\hat{\mathbf u}$, and the outer integral with Gauss-Legendre points in $c$. The ratios $\tau^{(l_{\max})}_\alpha/\tau_\alpha$ are:

| $l_{\max}$ | longitudinal | transverse |
|---|---|---|
| 1 | 1.000000 | 1.000000 |
| 3 | 1.007953 | 1.003534 |
| 5 | 1.008122 | 1.003560 |
| 11 | 1.008125 | 1.003560 |

Each entry is a lower bound on $\tau_\alpha^{\rm ex}/\tau_\alpha$. The last two rows differ by three units in the sixth decimal at most, and the last row is taken as the converged value. Nearly all of the correction comes from $l=3$, as described by (12). The ratios do not depend on energy, so they multiply $\mu_l$ and $\mu_t$ directly:

$$\mu^{\rm ex}=\tfrac13\left(9.8706\times10^4\times1.008125+2\times3.6870\times10^5\times1.003560\right)=2.7985\times10^5.$$

This is 0.41% above the Herring-Vogt value, $11906$ against $11857$ cm$^2$/(V s) within the model. In this example the truncation at $l=1$ costs less than half a percent, while merging the two times into one costs 29%, both relative to the Herring-Vogt mobility. The small figure belongs to a scattering strength that depends on the direction of $\mathbf q$ alone, for which the factor $\lambda_3=\tfrac16$ was derived. For a strength that also depends on the length of $\mathbf q$, as for a screened charge, the bound (10) still holds, but the size of the gap has to be found again from (11).

Equation (16) does not require the two times to have the same energy dependence, because each is averaged separately. As an illustration with the same masses, take $\tau_l=(E/k_BT)^{-1/2}$ and $\tau_t=(E/k_BT)^{3/2}$ in atomic units of time and a degenerate gas with $\eta=2$. Equation (14), with the Fermi integrals found by numerical quadrature, gives $\langle\tau_l\rangle=0.5666$ and $\langle\tau_t\rangle=7.6027$, and $\mu=\tfrac13(0.5666/0.8+2\times7.6027/0.1)=50.92$ atomic units. In such a case the anisotropy $\mu_t/\mu_l$ of a valley changes with the chemical potential.

All numerical values are calculated from the stated model.
